# Zone-Centre Phonon Shifts of (001) Silicon under Biaxial Stress, part 2

A silicon film with a free (001) surface carries equal in-plane stress \(\sigma_{xx}=\sigma_{yy}=\sigma\), with tension positive. We ask how its zone-centre optical phonon, threefold degenerate at frequency \(\omega_0\) without strain, shifts, and which modes Raman scattering sees. The axes \(x,y,z\) are cubic, with \(z\) along the film normal. We set \(\hbar=1\) and give numbers in eV and Å. The strain \(\varepsilon\) is homogeneous, the vibrations are harmonic, and temperature and carrier density are the same with and without stress.

The relative displacement \(\mathbf u\) of the two sublattices obeys an eigenvalue problem with matrix \(D=\omega_0^2\,1+\Delta D\) and eigenvalues \(\omega^2=\omega_0^2+\lambda\). To first order in strain, \(\Delta D\) has diagonal elements \(p\varepsilon_{xx}+q(\varepsilon_{yy}+\varepsilon_{zz})\) and cyclic, and off-diagonal elements \(2r\varepsilon_{xy}\) and cyclic. The shear constant \(r\) has a direct part and a part from relaxation of the sublattices. The Grüneisen parameter is \(\gamma=-\frac{p+2q}{6\omega_0^2}\).

With compliances \(S_{11},S_{12}\) and stiffnesses \(C_{11},C_{12}\), part (d) gave

\[
\varepsilon_{xx}=\varepsilon_{yy}=(S_{11}+S_{12})\sigma,\qquad
\varepsilon_{zz}=2S_{12}\sigma ,
\]

no shear, and \(\varepsilon_{zz}/\varepsilon_{xx}=-2C_{12}/C_{11}\).

In part (e) the triplet split into a singlet \(s\) polarized along \(z\), with \(\lambda_s=p\varepsilon_{zz}+q(\varepsilon_{xx}+\varepsilon_{yy})\), and an in-plane doublet \(d\), with \(\lambda_d=p\varepsilon_{xx}+q(\varepsilon_{yy}+\varepsilon_{zz})\). The square root expands as

\[
\omega-\omega_0=\frac{\lambda}{2\omega_0}-\frac{\lambda^2}{8\omega_0^3}+\dots
\]

and its first term gives the linear laws

\[
\boxed{\;\Delta\omega_s=\left[pS_{12}+q(S_{11}+S_{12})\right]\frac{\sigma}{\omega_0}\;}
\]

\[
\Delta\omega_d=\left[p(S_{11}+S_{12})+q(S_{11}+3S_{12})\right]\frac{\sigma}{2\omega_0}.
\]

The corrections at order \(\sigma^2\) are the second term of the square root, nonlinear elasticity, and the quadratic strain dependence of \(D\).

### (f) A check by superposition, and the splitting

*Obtain the singlet shift again from a different decomposition of the stress. Then separate the shift of the triplet's centre from its splitting.*

**Solution.** Equal in-plane tension is the sum of a tension \(\sigma\) along all three axes and a uniaxial compression \(-\sigma\) along \(z\). At first order the eigenvalues for motion along \(z\) add, since both matrices are diagonal. Tension along all axes produces the strain \((S_{11}+2S_{12})\sigma\) on each axis and contributes \((p+2q)(S_{11}+2S_{12})\sigma\). The uniaxial compression produces \(\varepsilon_{zz}=-S_{11}\sigma\) and \(\varepsilon_{xx}=\varepsilon_{yy}=-S_{12}\sigma\), and contributes \(-(pS_{11}+2qS_{12})\sigma\). In the sum the terms \(pS_{11}\) cancel and

\[
\lambda_s=\left[2pS_{12}+q(2S_{11}+4S_{12}-2S_{12})\right]\sigma
=2\left[pS_{12}+q(S_{11}+S_{12})\right]\sigma ,
\]

in agreement with part (e).

The centre of the triplet follows from the trace of \(\Delta D\), which is \((p+2q)\) times the sum of the axial strains, \(2(S_{11}+2S_{12})\sigma\). The mean shift is one third of the trace divided by \(2\omega_0\):

\[
\overline{\Delta\omega}=\frac{(p+2q)(S_{11}+2S_{12})}{3\omega_0}\,\sigma .
\]

The splitting comes from \(\lambda_s-\lambda_d=(p-q)(\varepsilon_{zz}-\varepsilon_{xx})\), where \(\varepsilon_{zz}-\varepsilon_{xx}=-(S_{11}-S_{12})\sigma\). Hence

\[
\Delta\omega_s-\Delta\omega_d=-\frac{(p-q)(S_{11}-S_{12})}{2\omega_0}\,\sigma .
\]

The singlet lies two thirds of the splitting from the centre, and the doublet one third on the other side. If \(p=q\), the axial strains act on the phonon only through the change of volume, and the biaxial stress does not split it at this order.

### (g) Known strain, and unequal in-plane stress

*Express the singlet shift through the in-plane strain. Then find what it measures when the in-plane stresses differ or include a shear.*

**Solution.** In an epitaxial film the substrate may fix the in-plane strain rather than the stress. With \(\varepsilon_{zz}=-2(C_{12}/C_{11})\varepsilon_{xx}\), the eigenvalue is \(\lambda_s=2(q-pC_{12}/C_{11})\varepsilon_{xx}\), and

\[
\Delta\omega_s=\left(q-p\,\frac{C_{12}}{C_{11}}\right)\frac{\varepsilon_{xx}}{\omega_0}.
\]

This form needs the ratio of the stiffnesses but not their absolute size. It also shows the sign: under tension the singlet moves down if \(q<pC_{12}/C_{11}\). When \(p\), \(q\) and \(-C_{12}\) are all negative, the two terms oppose each other. The in-plane stretching softens the \(z\) vibration through \(q\), and the contraction along \(z\) stiffens it through \(p\).

For unequal stresses \(\sigma_{xx}\) and \(\sigma_{yy}\), Hooke's law gives

\[
\varepsilon_{zz}=S_{12}(\sigma_{xx}+\sigma_{yy}),\qquad
\varepsilon_{xx}+\varepsilon_{yy}=(S_{11}+S_{12})(\sigma_{xx}+\sigma_{yy}).
\]

An in-plane shear stress adds \(\varepsilon_{xy}\), which couples the \(x\) and \(y\) vibrations to each other but not to \(z\). The singlet is thus still polarized along \(z\), and

\[
\Delta\omega_s=\left[pS_{12}+q(S_{11}+S_{12})\right]\frac{\sigma_{xx}+\sigma_{yy}}{2\omega_0}.
\]

To first order it measures the sum of the in-plane stresses and nothing else about them. A uniaxial stress \(2\sigma\) along \(x\) and an equal biaxial stress \(\sigma\) shift it by the same amount at this order; in the model of part (i), at its example stress, the two shifts differ by about 2%. The singlet alone cannot show that the stress is biaxial; that must be known from the geometry of the film or from another measurement.

### (h) Which phonon appears in backscattering?

*Light enters and leaves along the film normal, with both polarizations in the plane. Find which modes can scatter it.*

**Solution.** In the polarizability description, a vibration scatters light if it changes the electronic polarizability \(\alpha_{ij}\) to first order in \(\mathbf u\). The amplitude for incident polarization \(\mathbf e\) and scattered polarization \(\mathbf e'\) is proportional to \(\sum_{ij}e'_i(\partial\alpha_{ij}/\partial u_c)e_j\).

The half turn about \(z\) reverses \(u_x\) and \(u_y\), but leaves \(\alpha_{xx}\), \(\alpha_{yy}\) and \(\alpha_{xy}\) unchanged. These components therefore cannot depend linearly on \(u_x\) or \(u_y\), and the doublet is invisible in this geometry. The half turn about \(x\) reverses \(u_z\). It leaves \(\alpha_{xx}\) and \(\alpha_{yy}\) unchanged and reverses \(\alpha_{xy}\). Hence \(u_z\) can modulate \(\alpha_{xy}\) but not \(\alpha_{xx}\) or \(\alpha_{yy}\). With \(R=\partial\alpha_{xy}/\partial u_z\), the in-plane amplitude of the singlet is proportional to

\[
R\,(e'_xe_y+e'_ye_x).
\]

It vanishes if both polarizations are along \(x\). It equals \(R\) if one is along \(x\) and the other along \(y\), and also if both are along \([110]\), where each product is \(1/2\).

The biaxial strain preserves both half turns, so the rule holds in the stressed film as well as in the unstrained one. It fails when the light has a field component along \(z\), as with a strongly focused beam. The same sign counting allows \(u_x\) to modulate \(\alpha_{yz}\) and \(u_y\) to modulate \(\alpha_{xz}\), so the doublet can then contribute. If the lines are not resolved, the apparent peak is drawn toward the doublet, and the singlet formula no longer describes it.

### (i) A numerical case

*Evaluate the shifts for a model crystal of diamond structure at \(\sigma=0.0100\ \mathrm{eV/\text{Å}^3}\).*

**Solution.** The energy per cell is

\[
E=\sum_{i=1}^4V_0\left[1-e^{-a(b_i-b_0)}\right]^2
+2K\sum_{i<j}\left(\cos\theta_{ij}+\tfrac13\right)^2 ,
\]

where \(b_i\) are the lengths of the four bonds and \(\theta_{ij}\) the angles between them. The factor 2 counts the equal angles at both atoms. The parameters are round: \(b_0=2.40\) Å, \(V_0=3.50\) eV, \(a=1.20\ \text{Å}^{-1}\), \(K=1.20\) eV and an atomic mass of 50000 electron masses. The model has the symmetry and bonding geometry of silicon, but its numbers are not predictions for silicon.

Differentiating this energy gives \(\omega_0=0.072805\) eV and

\[
p=-5.8125\times10^{-3}\ \mathrm{eV^2},\qquad q=-1.18982\times10^{-2}\ \mathrm{eV^2},
\]

together with \(C_{11}=0.87351\) and \(C_{12}=0.47257\ \mathrm{eV/\text{Å}^3}\). The compliances are \(S_{11}=1.84605\) and \(S_{12}=-0.64810\ \text{Å}^3/\mathrm{eV}\), so \(S_{11}+S_{12}=1.19795\ \text{Å}^3/\mathrm{eV}\). The two terms of the singlet formula are

\[
\begin{aligned}
pS_{12}&=+3.767\times10^{-3}\ \mathrm{eV\,\text{Å}^3},\\
q(S_{11}+S_{12})&=-14.254\times10^{-3}\ \mathrm{eV\,\text{Å}^3}.
\end{aligned}
\]

Their sum, taken before rounding, is \(-10.486\times10^{-3}\ \mathrm{eV\,\text{Å}^3}\). Division by \(\omega_0\) gives the slope \(-0.1440\ \text{Å}^3\), and multiplication by the stress gives

\[
\Delta\omega_s=-0.1440\times0.0100\ \mathrm{eV}=-0.001440\ \mathrm{eV}.
\]

In other units this is \(-11.6\ \mathrm{cm^{-1}}\) at 1.60 GPa, or \(-7.25\ \mathrm{cm^{-1}}\) per GPa. The contraction along \(z\) cancels about a quarter of the softening due to in-plane stretching. This slope belongs to the model and must not be used to convert measured silicon spectra: published constants for silicon give roughly \(-4\) to \(-4.6\ \mathrm{cm^{-1}}\) per GPa for the singlet, and a singlet slope only about 1.4 times the doublet slope, against 3.6 times in the model.

For the doublet, \(S_{11}+3S_{12}=-0.09825\ \text{Å}^3/\mathrm{eV}\), and

\[
\frac{\Delta\omega_d}{\sigma}=\frac{-6.963\times10^{-3}+1.169\times10^{-3}}{2\times0.072805}\ \text{Å}^3=-0.0398\ \text{Å}^3 .
\]

Its shift is \(-0.000398\) eV. The difference between the two lines follows from part (f). The mean slope is \(-0.0745\ \text{Å}^3\) and the splitting slope \(-0.1042\ \text{Å}^3\). The singlet adds two thirds of the splitting to the mean, while in the doublet one third is subtracted.

The Grüneisen parameter of the model is \((1.0966+2\times2.2447)/6=0.93\). The shear constant of the model is very small, \(r/\omega_0^2=-0.0037\), because its direct part, \(-2.055\), and its relaxation part, \(+2.052\), almost cancel for these parameters. This is an accident of the model; measured values for silicon are about \(-0.6\) to \(-0.7\). The constant has no effect on the biaxial result.

### (j) How far can the linear law be trusted?

*Compare the linear law with the response of the fully solved model. Use the comparison to judge a stress inferred from a measured shift.*

**Solution.** The model can be treated without linearizing. The strains are found from the nonlinear stress balance, with \(\sigma\) taken as the Cauchy stress (force per area of the deformed crystal), and the phonon matrix is then computed and diagonalized in the loaded crystal. At very small stress the resulting stress slopes of the singlet and the doublet agree with the formulas to all printed digits. The numerical tests also confirm the three-constant matrix for a general strain, the polarization of the singlet along \(z\), and the backscattering rule in a bond-polarizability model. The values are in the numerical output.

At the example stress, with an in-plane strain of about 1.2%, the singlet shifts are

- linear law: \(-0.001440\) eV
- square root of \(\omega_0^2+\lambda_s\), with linear strains: \(-0.001455\) eV
- full model: \(-0.001444\) eV

The linear law is 0.2% smaller in magnitude than the full result. This figure depends on the stress measure, which differs at second order: it becomes 0.3% if \(\sigma\) is the force per undeformed area and 1.5% if it is the second Piola–Kirchhoff stress. Keeping the square root makes the agreement worse, with a deviation of 0.8%. The square root contains one of the second-order corrections and omits the others, whose sum here has the opposite sign. When a small stress is halved, the remainder of the linear singlet law falls by a factor of 4.00, as a second-order error should.

The close agreement of the singlet is partly due to this cancellation and cannot be assumed elsewhere. The doublet shows the contrast: its full shift is \(-0.000432\) eV, and the linear law is 8% smaller in magnitude. The square root explains little of this. With \(\lambda_d=2\omega_0\Delta\omega_d\), its second term is \(-\Delta\omega_d^2/(2\omega_0)\approx-1\times10^{-6}\) eV, against a discrepancy of \(-34\times10^{-6}\) eV. The rest comes mainly from the quadratic strain dependence of \(D\), about \(-30\times10^{-6}\) eV, and to a small part from nonlinear elasticity, about \(-3\times10^{-6}\) eV.

To infer a stress from a measured singlet shift, solve the boxed formula for \(\sigma\):

\[
\sigma=\frac{\omega_0\,\Delta\omega_s}{pS_{12}+q(S_{11}+S_{12})}.
\]

Applied to the full model shift, it gives \(0.0014436/0.144034=0.01002\ \mathrm{eV/\text{Å}^3}\), which is 0.2% above the true stress. In this model, at this stress, the linearization is a minor source of error. A relative error in the slope passes directly into the stress. Because the two terms of the slope oppose each other, an error in one constant can be amplified: here an error of 1% in \(q\) changes the slope by about 1.4%.

The inference also rests on the assumptions made at the start. The reference frequency \(\omega_0\) must belong to unstrained material at the same temperature and carrier density. Otherwise \(\Delta\omega_s\) contains a part that is not due to stress, and one line position cannot separate the two. If the strain varies within the probed volume, the line is a superposition of different shifts. Its centroid gives an average weighted by the scattered intensity, but its maximum can lie elsewhere. If a normal force acts on the film, \(\sigma_{zz}\) does not vanish, and the strains of part (d) must be replaced before the secular matrix is used.

## Computed results

```
Bond length: 2.40 angstrom
Morse depth: 3.50 eV
Morse decay constant: 1.20 1/angstrom
Angular strength: 1.20 eV
Atomic mass / electron mass: 50000
Primitive cell volume: 42.5669 angstrom^3
Unstrained phonon energy omega0: 0.072805 eV
p: -5.812507e-03 eV^2
q: -1.189824e-02 eV^2
r: -1.956895e-05 eV^2
p/omega0^2: -1.0966
q/omega0^2: -2.2447
r/omega0^2: -0.0037
General-strain matrix, relative error: 3.4e-07
C11: 0.87351 eV/angstrom^3
C12: 0.47257 eV/angstrom^3
S11: 1.84605 angstrom^3/eV
S12: -0.64810 angstrom^3/eV
Singlet stress slope, formula: -0.144034 angstrom^3
Singlet stress slope, direct: -0.144034 angstrom^3
Doublet stress slope, formula: -0.039793 angstrom^3
Doublet stress slope, direct: -0.039793 angstrom^3
Singlet strain slope, formula: -0.120234 eV
Singlet strain slope, direct: -0.120233 eV
Remainder ratio on halving stress: 4.000
Example stress: 0.0100 eV/angstrom^3
Example stress converted: 1.6022 GPa
In-plane strain, linear: 0.011980
In-plane strain, full: 0.012017
Normal strain, linear: -0.012962
Normal strain, full: -0.012985
Singlet lambda, linear strain: -2.097299e-04 eV^2
Singlet shift, linear law: -0.0014403 eV
Singlet shift, square root: -0.0014549 eV
Singlet shift, full model: -0.0014436 eV
Linear law / full model, singlet: 0.9977
Doublet shift, linear law: -0.0003979 eV
Doublet shift, full model: -0.0004315 eV
Singlet linear shift converted: -11.6172 cm^-1
Singlet stress slope converted: -7.2509 cm^-1/GPa
In-plane Raman element, singlet (relative): 1.0000
In-plane Raman element, doublet (relative): 2.7e-13
```
